# Electrons carried by a Rice-Mele chain in one slow cycle

## Problem

A chain with cell length $a$ has a site A at $na$ and a site B at $na+a/2$ in every cell $n$. For one spin channel, without interactions between electrons,

$$
\begin{aligned}
H=\sum_n\Big[&\Delta\big(|A_n\rangle\langle A_n|-|B_n\rangle\langle B_n|\big)-(t_0+\delta)\big(|A_n\rangle\langle B_n|+\text{h.c.}\big)\\
&-(t_0-\delta)\big(|A_{n+1}\rangle\langle B_n|+\text{h.c.}\big)\Big],\qquad t_0>0 .
\end{aligned}
$$

The lower band is full and the upper band empty. The parameters are carried slowly round the loop

$$
\delta=\delta_0\cos\varphi,\qquad \Delta=\Delta_0\sin\varphi,\qquad \varphi:0\to2\pi ,
$$

with $t_0$ fixed and $\delta_0,\Delta_0>0$. How many electrons pass a cross-section of the chain towards $+x$ during one cycle? How does the answer depend on the loop, and when does it fail?

The algebra uses $\hbar=e=1$, so an electron has charge $-1$. For numbers, take $a=5$ Å, $t_0=1$ eV, $\delta_0=0.4$ eV and $\Delta_0=0.6$ eV. These are round model values and describe no particular material.

## The bands and the gap

Use Bloch states whose phases contain the site positions, $e^{ik(na+\tau_j)}$ with $\tau_A=0$ and $\tau_B=a/2$. Site A has one B neighbour at distance $+a/2$ and one at $-a/2$. With $\theta=ka/2$, the off-diagonal element of the Bloch matrix $h$ is therefore

$$
h_{AB}=-(t_0+\delta)e^{i\theta}-(t_0-\delta)e^{-i\theta}=-2t_0\cos\theta-2i\delta\sin\theta .
$$

Since $h_{AB}=d_x-id_y$ for $h=\mathbf d\cdot\boldsymbol\sigma$,

$$
\mathbf d=(-2t_0\cos\theta,\;2\delta\sin\theta,\;\Delta),
$$

and the bands are $\pm E$ with

$$
E^2=4t_0^2\cos^2\theta+4\delta^2\sin^2\theta+\Delta^2 .
$$

For $E=0$ all three terms must vanish. The first gives $\cos\theta=0$, hence $\sin^2\theta=1$, and then $\delta=0$ and $\Delta=0$. The gap closes only at the origin of the $(\delta,\Delta)$ plane, at $k=\pi/a$. Replacing $\sin^2\theta$ by $1-\cos^2\theta$ gives

$$
E^2=M^2+4(t_0^2-\delta^2)\cos^2\theta,\qquad M^2=4\delta^2+\Delta^2 .
$$

For $|\delta|<t_0$ the smallest gap is thus $2M$. On the given loop it is 1.6 eV at $\varphi=0$ and 1.2 eV at $\varphi=\pi/2$, its smallest value.

## First estimate by scaling

Put $k=\pi/a+q$ with small $q$. Then $\mathbf d\approx(at_0q,2\delta,\Delta)$. Let $\alpha$ be the polar angle of $(2\delta,\Delta)$, which turns at the rate $\dot\alpha$.

At $q=0$ the vector $\mathbf d$ turns at this rate. A two-level state following it acquires the other state at the rate $\dot\alpha/2$, because turning a spin one-half by a small angle $d\alpha$ mixes in an amplitude $d\alpha/2$. The gap $2M$ limits the admixture to about

$$
|c|\sim\frac{\dot\alpha/2}{2M}=\frac{\dot\alpha}{4M}.
$$

The velocity operator is $\partial_kh\approx at_0\sigma_x$. At $q=0$ it connects the two levels with strength $at_0$, so interference gives a velocity of about $2|c|at_0=at_0\dot\alpha/(2M)$.

This response persists while $at_0|q|\lesssim M$, a range of width $2M/(at_0)$. One spin channel has $dk/2\pi$ states per unit length, so the number of electrons passing per unit time is about

$$
\frac1{2\pi}\,\frac{2M}{at_0}\,\frac{at_0\dot\alpha}{2M}=\frac{\dot\alpha}{2\pi}.
$$

One turn gives about one electron, whatever $M$ and $t_0$ are. A small gap strengthens the response but narrows the range of $k$ that responds, and the two effects cancel.

The estimate leaves three things open. It does not give the sign. The edge of the $k$ range was chosen by order of magnitude, so the factor is uncertain. States far from $\pi/a$ were ignored: there $\mathbf d$ turns at a rate of order $M\dot\alpha/t_0$ across a gap of order $t_0$, and the velocity operator connects the two levels only with strength of order $aM$, because $\partial_k\mathbf d$ is nearly parallel to $\mathbf d$. This adds a term of order $(M/t_0)^2\dot\alpha$ to the rate. On the given loop $M/t_0$ lies between 0.6 and 0.8, which is not small.

## Exact solution

### The adiabatic current

At fixed $k$ let $|\mp\rangle$ be the lower and upper states, with the phase of $|-\rangle$ chosen so that $\langle-|\partial_t-\rangle=0$. Write

$$
|\psi\rangle=e^{-i\chi}\big(|-\rangle+c|+\rangle\big),\qquad\dot\chi=-E .
$$

Projecting $i\partial_t|\psi\rangle=h|\psi\rangle$ on $\langle+|$ gives

$$
-Ec+i\langle+|\partial_t-\rangle+i\dot c+ic\langle+|\partial_t+\rangle=Ec .
$$

For a smoothly started slow drive, $c$ is of first order in the rate, and the third and fourth terms are of second order. Hence

$$
c=\frac{i\langle+|\partial_t-\rangle}{2E}.
$$

Differentiating $h|-\rangle=-E|-\rangle$ and projecting on $\langle+|$ gives $\langle+|\partial h|-\rangle+E\langle+|\partial-\rangle=-E\langle+|\partial-\rangle$. For any parameter, then,

$$
\langle+|\partial-\rangle=-\frac{\langle+|\partial h|-\rangle}{2E},
\qquad
c=-\frac{i\langle+|\partial_th|-\rangle}{4E^2}.
$$

The velocity operator is $i[H,x]$. Its element between sites at $x_i$ and $x_j$ is $i(x_j-x_i)H_{ij}$, which is what $\partial_k$ produces from the phase $e^{ik(x_j-x_i)}$. The velocity operator is therefore $\partial_kh$, and to first order

$$
\langle v\rangle=-\partial_kE+2\,\mathrm{Re}\big[c\langle-|\partial_kh|+\rangle\big].
$$

The first term integrates to zero over the zone because $E$ is periodic. Since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, the second is

$$
v_2=\frac{1}{2E^2}\,\mathrm{Im}\big[\langle-|\partial_kh|+\rangle\langle+|\partial_th|-\rangle\big].
$$

Insert $\partial h=\partial\mathbf d\cdot\boldsymbol\sigma$ and $|+\rangle\langle+|=1-|-\rangle\langle-|$. The subtracted part is a product of two real expectation values. In the rest, only the antisymmetric part $i\epsilon_{ijl}\sigma_l$ of $\sigma_i\sigma_j$ is imaginary, and $\langle-|\boldsymbol\sigma|-\rangle=-\mathbf d/E$. Therefore

$$
v_2=-\frac{\mathbf d\cdot(\partial_k\mathbf d\times\partial_t\mathbf d)}{2E^3}.
$$

The derivatives are

$$
\partial_k\mathbf d=\tfrac a2(2t_0\sin\theta,\,2\delta\cos\theta,\,0),\qquad
\partial_t\mathbf d=(0,\,2\dot\delta\sin\theta,\,\dot\Delta),
$$

and their cross product is

$$
\tfrac a2\,(2\delta\dot\Delta\cos\theta,\,-2t_0\dot\Delta\sin\theta,\,4t_0\dot\delta\sin^2\theta).
$$

In the scalar product with $\mathbf d$, the two terms in $\dot\Delta$ combine through $\cos^2\theta+\sin^2\theta=1$ to give $-2at_0(\delta\dot\Delta-\Delta\dot\delta\sin^2\theta)$. Thus

$$
v_2=\frac{at_0\,(\delta\dot\Delta-\Delta\dot\delta\sin^2\theta)}{E^3},
\qquad
Q=\int dt\int_0^{2\pi/a}\frac{dk}{2\pi}\,v_2 ,
$$

where $Q$ is the number carried towards $+x$.

### The same current as a change of Berry phase

Let $u_j(k)$ be the components of $|-\rangle$. The Wannier function of the home cell has amplitude

$$
w_{nj}=\frac a{2\pi}\int dk\,e^{ik(na+\tau_j)}u_j(k)
$$

on site $j$ of cell $n$. Multiplying by the position $na+\tau_j$ is the same as acting with $-i\partial_k$ on the exponential. Integration by parts moves this to $i\partial_k$ on $u_j$; the boundary terms cancel because the whole integrand is periodic in $k$. Parseval's theorem then gives the centre

$$
\bar x=\frac a{2\pi}\int_0^{2\pi/a}A_k\,dk,\qquad A_k=i\langle u|\partial_ku\rangle .
$$

The electronic dipole per cell is $-\bar x$. A change of phase $u\to e^{-ikma}u$ with integer $m$ moves $\bar x$ by $ma$, so the centre is defined modulo $a$.

With $A_t=i\langle u|\partial_tu\rangle$ and $\Omega=\partial_kA_t-\partial_tA_k=-2\,\mathrm{Im}\langle\partial_ku|\partial_tu\rangle$,

$$
\dot{\bar x}=\frac a{2\pi}\int dk\,(\partial_kA_t-\Omega)=-\frac a{2\pi}\int dk\,\Omega .
$$

The first term drops out because $u(k+2\pi/a)$ differs from $u(k)$ by the constant matrix $\mathrm{diag}(1,-1)$, which leaves $A_t$ periodic.

Now insert $|+\rangle\langle+|+|-\rangle\langle-|$ into $\langle\partial_ku|\partial_tu\rangle$. The part with $|-\rangle$ is a product of two imaginary numbers and so is real. The part with $|+\rangle$ equals $\langle-|\partial_kh|+\rangle\langle+|\partial_th|-\rangle/(4E^2)$. Hence $\Omega=-v_2$, and

$$
Q=\frac{\bar x_{\text{end}}-\bar x_{\text{start}}}{a}.
$$

After a closed cycle the band is the same as at the start, so $\bar x$ can differ only by a multiple of $a$. $Q$ is an integer, and it remains to find which one.

### The loop can be shrunk

Time drops out of the displacement:

$$
d\bar x=\frac{a^2t_0}{2\pi}\int_0^{2\pi/a}dk\;\frac{\delta\,d\Delta-\Delta\sin^2\theta\,d\delta}{E^3}.
$$

By Green's theorem, two loops that can be deformed into each other without crossing the origin give the same total if the curl of this form vanishes. The curl is proportional to the $k$ integral of

$$
K=\partial_\delta\frac{\delta}{E^3}+\partial_\Delta\frac{\Delta s^2}{E^3},\qquad s=\sin\theta,\quad c_\theta=\cos\theta .
$$

With $\partial_\delta E^2=8\delta s^2$ and $\partial_\Delta E^2=2\Delta$,

$$
E^5K=(1+s^2)E^2-12\delta^2s^2-3\Delta^2s^2 .
$$

Substitute $\Delta^2=E^2-4t_0^2c_\theta^2-4\delta^2s^2$ in the last term:

$$
\begin{aligned}
E^5K&=(1-2s^2)E^2+12t_0^2s^2c_\theta^2-12\delta^2s^2(1-s^2)\\
&=(c_\theta^2-s^2)E^2+12(t_0^2-\delta^2)s^2c_\theta^2 .
\end{aligned}
$$

Since $\partial_\theta E^2=-8(t_0^2-\delta^2)sc_\theta$, the right side is $E^5\,\partial_\theta(sc_\theta/E^3)$. As $k$ crosses the zone, $\theta$ runs from 0 to $\pi$, and $sc_\theta$ vanishes at both ends. The curl is zero away from the origin.

### The small loop

Deform the loop into a small one with constant $M$: $2\delta=M\cos\alpha$, $\Delta=M\sin\alpha$. Then $\delta\,d\Delta-\Delta\,d\delta=\tfrac12M^2d\alpha$ and $\Delta\,d\delta=-\tfrac12M^2\sin^2\alpha\,d\alpha$. Writing $\sin^2\theta=1-\cos^2\theta$,

$$
\frac{d\bar x}{d\alpha}=\frac{a^2t_0M^2}{4\pi}\int dk\,\frac{1-\sin^2\alpha\cos^2\theta}{E^3}.
$$

Set $k=\pi/a+q$ and $q=Ms/(at_0)$, where $s$ is now the scaled wave number. Then $\cos^2\theta=\sin^2y$ with $y=qa/2=Ms/(2t_0)$, and

$$
\frac{d\bar x}{d\alpha}=\frac a{4\pi}\int ds\,(1-\sin^2\alpha\sin^2y)\left(\frac ME\right)^3 .
$$

As $M\to0$ at fixed $s$, the integrand tends to $(1+s^2)^{-3/2}$. The limit may be taken under the integral: in the zone $|\sin y|\ge2|y|/\pi$, so for $|\delta|\le t_0/2$ one has $E^2\ge M^2(1+3s^2/\pi^2)$, and the integrand stays below the integrable function $(1+3s^2/\pi^2)^{-3/2}$. Since

$$
\int_{-\infty}^{\infty}\frac{ds}{(1+s^2)^{3/2}}=\left[\frac{s}{\sqrt{1+s^2}}\right]_{-\infty}^{\infty}=2,
$$

the slope tends to $d\bar x/d\alpha=a/2\pi$. The total does not depend on the size of the loop, so for every gapped loop

$$
Q=W,
$$

where $W$ is the winding number about $\delta=\Delta=0$, positive from $+\delta$ towards $+\Delta$. The given loop has $W=1$: exactly one electron per spin channel moves towards $+x$ in the adiabatic limit. Reversing the loop reverses the transport. A loop that does not enclose the origin may move the centre on the way, but brings it back.

### A second route through symmetry

When $\Delta=0$ the chain is symmetric under inversion about the bond midpoint $a/4$. The set of centres $\bar x+ma$ must map onto itself, so $2\bar x=a/2$ modulo $a$, and $\bar x$ is $a/4$ or $3a/4$. When $\delta=0$, inversion about a site leaves $0$ or $a/2$.

Simple limits choose between them, since $\bar x$ cannot jump while the gap is open. For $\delta=t_0$ the cells are separate pairs with centre $a/4$; for $\delta=-t_0$ the pairs join neighbouring cells, with centre $3a/4$. For large positive $\Delta$ the electron sits on B at $a/2$, and for large negative $\Delta$ on A. These values are fixed only modulo $a$, so the centre must still be followed continuously.

Deform the loop, without crossing the origin, into a rectangle with sides $\delta=\pm t_0$ and $\Delta=\pm D$, where $D\gg t_0$. On the side $\delta=t_0$ the pairs are separate and each electron stays within its pair. As $\Delta$ rises from 0 to $D$, its centre moves from $a/4$ to near the B site at $a/2$. Along $\Delta=D$ it stays near that site. On the side $\delta=-t_0$ the site at $a/2$ is paired with the A site at $a$, and the centre moves within this pair through $3a/4$ to near $a$. Along $\Delta=-D$ it stays there, and on the side $\delta=t_0$ it moves within the pair of the next cell to $5a/4$.

During the deformation the points where the loop crosses the axes slide along half-axes on which symmetry pins the centre. The original cycle therefore visits $a/4$, $a/2$, $3a/4$, $a$, $5a/4$, a shift of one cell.

## Comparison of the two

Integrating $d\bar x$ numerically from $\bar x=a/4$ gives, for the first half of the cycle:

| $\varphi/\pi$ | gap (eV) | $\bar x$ (Å) |
|---|---|---|
| 0 | 1.600 | 1.250 |
| 0.25 | 1.414 | 1.809 |
| 0.50 | 1.200 | 2.500 |
| 0.75 | 1.414 | 3.191 |
| 1.00 | 1.600 | 3.750 |

At the end of the cycle $\bar x=6.250$ Å. The shift is $6.250-1.250=5.000$ Å, or 9.449 bohr, which is one cell. The charge passed per spin channel is $-e=-1.602\times10^{-19}$ C; with both spin channels full, two electrons pass.

The scaling estimate also gave one electron, but its factor rested on the choice of edge. The true weight in $k$ is $(1+s^2)^{-3/2}$ for a small loop. Its area, 2, happens to equal its peak height times the width $-1<s<1$ used in the estimate. Had the edges been put at half height, where $s^2=2^{2/3}-1$ and $|s|=0.77$, the estimate would have been 0.77.

Locally the estimate is only approximate. At $\varphi=\pi/4$ its rate $\dot\alpha/2\pi$ predicts a shift of

$$
\frac{5\ \text{Å}}{2\pi}\arctan\frac{0.6}{0.8}=0.51\ \text{Å},
$$

whereas the table gives $1.809-1.250=0.559$ Å. Over the loop, $d\bar x/d\varphi$ departs from the estimate by up to 15% of the estimated value. When both amplitudes are reduced tenfold, this falls to 0.33%, and after another tenfold reduction to 0.005%.

The fall is a little slower than $M^2$. The departure is largest at $\varphi=0$ and $\pi$, where $\sin\alpha=0$ and only the factor $(M/E)^3$ matters. Because $\sin^2y\approx y^2-y^4/3$, $E^2/M^2$ lies below $1+s^2$ by about $M^2s^4/(12t_0^2)$ when $1\ll|s|\ll t_0/M$. This raises $(M/E)^3$ by about $M^2/(8t_0^2|s|)$, and integration up to $|s|\sim t_0/M$ gives a relative correction of order $(M/t_0)^2\ln(t_0/M)$. These local errors cancel over a full turn because the form is closed, which scaling alone cannot show.

## When the integer is lost

The transported number does not depend on $M$, but the time needed does: the drive must be slow compared with the smallest gap on the loop, which is the smallest value of $2M$ when $|\delta|<t_0$. On a loop through the origin the gap closes, no drive is slow compared with it, and the argument for an integer fails.

A gapped loop also loses the integer if it is driven too fast. To see this on the given loop, start in the full lower band and let $\varphi=\omega t-\sin\omega t$, which starts and stops smoothly and has the peak rate $2\omega$. The Schrödinger equation was solved in small time steps at 200 values of $k$, and the mean of $\partial_kh$, divided by $a$, was integrated over one period. This number averages the flow through the two kinds of bond; the two flows can differ when the final state is not the initial one.

| $\hbar\omega$ (eV) | electrons carried | fraction left in upper band |
|---|---|---|
| 0.04 | 1.0000 | $8\times10^{-12}$ |
| 0.4 | 1.0052 | 0.022 |
| 4 | 0.069 | 0.14 |

The peak rate $2\hbar\omega$ is 0.07, 0.7 and 7 times the smallest gap of 1.2 eV. In the first case the integer holds to the digits shown. In the second, 2% of the electrons end in the upper band. The average is off by only 0.5%, but the two kinds of bond pass 1.024 and 0.986, and the error does not change steadily with the rate: the average is 0.981 at $\hbar\omega=0.3$ eV, 0.958 at 0.44 eV and 0.884 at 0.5 eV. In the third, the electrons cannot follow the changing band and almost nothing is carried.

All numerical values are calculated from the stated model.
